\section*{Vacancy supply to a via void through a finger}

\section*{Problem}

A straight metal finger of length $L$, width $w$ and thickness $h$ joins a wide plate to a via. Plate and finger are under tensile stress $\sigma_0$. At time $t=0$ a void opens at the via. Vacancies then flow from the plate through the finger to the void, while atoms move the other way. There is no electric current.

\begin{enumerate}
\item[(a)] Derive the equation for the stress in the finger. Show that doubling $L$ halves the steady vacancy flux.
\item[(b)] Find how long the plate's supply lags behind a steady supply started at $t=0$. Show that doubling $L$ quadruples this delay. Does the void feel the same delay?
\item[(c)] Do the two factors survive if the diffusivity depends on stress?
\item[(d)] How does the time to fill a void of given volume depend on $L$?
\item[(e)] How does the plate's own resistance change the factors? Evaluate the results for copper fingers of 2 and 4 $\mu$m.
\end{enumerate}

In every comparison $w$, $h$, $\sigma_0$, the temperature $T$ and the material are held fixed.

\section*{Solution}

\subsection*{(a) Stress equation and steady flux}

Let $x=0$ at the void and $x=L$ at the plate. Tensile stress is positive, and $J$ is the vacancy flux counted positive towards the void. The void surface is taken as stress-free. Until part (e), the junction stays at $\sigma_0$, as for an ideal reservoir.

Moving an atom of volume $\Omega$ from the interior to a site where it extends the metal gains work $\Omega\sigma$ under tension. If the relaxation around the vacancy is neglected, the equilibrium vacancy concentration is
\begin{equation}
c_v=c_0\,e^{\Omega\sigma/kT}.
\end{equation}
It is higher in the plate than at the void. Fick's law with vacancy diffusivity $D_v$ gives
\begin{equation}
J=D_v\frac{\partial c_v}{\partial x}
=\frac{D_a}{kT}\,e^{\Omega\sigma/kT}\,\frac{\partial\sigma}{\partial x},
\qquad D_a=\Omega c_0D_v .
\label{eq:flux}
\end{equation}
Here $D_a$ is the atomic diffusivity at zero stress. If atoms move mainly along interfaces, it is an effective value averaged over the cross-section. For $\Omega\sigma/kT\ll1$ the exponential is replaced by one:
\begin{equation}
J=\frac{D_a}{kT}\frac{\partial\sigma}{\partial x}.
\label{eq:linflux}
\end{equation}

Consider a slice between $x$ and $x+dx$. Vacancies enter at the rate $J(x+dx)$ per area and leave at the rate $J(x)$, so the net gain per volume is $\partial J/\partial x$. Grain boundaries and interfaces are assumed to absorb this gain quickly. Each absorbed vacancy means one atom fewer in a slice whose outer shape is held by its surroundings. The missing volume fraction grows at the rate $\Omega\,\partial J/\partial x$, and an effective modulus $B$ converts it into tension:
\begin{equation}
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{D_aB\Omega}{kT}.
\label{eq:diff}
\end{equation}

In the steady state $\partial^2\sigma/\partial x^2=0$. With $\sigma(0)=0$ and $\sigma(L)=\sigma_0$,
\begin{equation}
\sigma=\sigma_0\frac{x}{L},\qquad
J_s=\frac{D_a\sigma_0}{kT\,L}.
\label{eq:steady}
\end{equation}
The same stress difference is spread over twice the length when $L$ is doubled, so $J_s$ is halved.

\subsection*{(b) Delay of the plate's supply}

Initially $\sigma=\sigma_0$ throughout the finger. Write $\sigma=\sigma_0x/L+v$. Then $v$ obeys (\ref{eq:diff}), vanishes at both ends and starts as $\sigma_0(1-x/L)$. Its sine coefficients follow by integration by parts, with $q=n\pi/L$:
\begin{align}
b_n&=\frac{2\sigma_0}{L}\int_0^L\Bigl(1-\frac xL\Bigr)\sin qx\,dx\nonumber\\
&=\frac{2\sigma_0}{L}\left\{\Bigl[-\Bigl(1-\frac xL\Bigr)\frac{\cos qx}{q}\Bigr]_0^L
-\frac1{qL}\int_0^L\cos qx\,dx\right\}
=\frac{2\sigma_0}{n\pi}.
\end{align}
The bracket gives $1/q$ and the last integral is zero. Each sine decays at the rate $\kappa q^2$, so
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac xL+\sum_{n=1}^\infty\frac{2}{n\pi}
\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2\kappa t/L^2}.
\end{equation}
Differentiation at the two ends gives the fluxes at the plate and at the void:
\begin{align}
J_p/J_s&=1+2\sum_n(-1)^n e^{-n^2\pi^2\kappa t/L^2},\label{eq:jp}\\
J_0/J_s&=1+2\sum_n e^{-n^2\pi^2\kappa t/L^2}.\label{eq:j0}
\end{align}

The number of vacancies supplied per area is the time integral of the flux. Once the exponentials have died out,
\begin{align}
\int_0^tJ_p\,dt'&\to J_s\Bigl[t+\frac{L^2}{\kappa}S_-\Bigr],&
S_-&=\sum_n\frac{2(-1)^n}{n^2\pi^2},\\
\int_0^tJ_0\,dt'&\to J_s\Bigl[t+\frac{L^2}{\kappa}S_+\Bigr],&
S_+&=\sum_n\frac{2}{n^2\pi^2}.
\end{align}
Both sums follow from the expansion just found, $1-y=\sum_n(2/n\pi)\sin n\pi y$. Integrating it from 0 to $y$ gives
\begin{equation}
y-\frac{y^2}{2}=\sum_n\frac{2}{n^2\pi^2}(1-\cos n\pi y).
\end{equation}
A second integration, from 0 to 1, removes the cosines and gives $S_+=\frac12-\frac16=\frac13$. Setting $y=1$ instead gives $\frac12=S_+-S_-$, so $S_-=-\frac16$. Hence
\begin{equation}
\int_0^tJ_p\,dt'\to J_s\Bigl(t-\frac{L^2}{6\kappa}\Bigr),\qquad
\int_0^tJ_0\,dt'\to J_s\Bigl(t+\frac{L^2}{3\kappa}\Bigr).
\label{eq:lags}
\end{equation}

The plate's supply lags by $t_d=L^2/6\kappa$, which quadruples when $L$ doubles. The void feels no such delay. Its intake is ahead of the steady line by $2t_d$, because the nearby metal feeds it first. The two lines in (\ref{eq:lags}) differ by
\begin{equation}
J_s\frac{L^2}{2\kappa}
=\frac{D_a\sigma_0}{kTL}\,\frac{L^2kT}{2D_aB\Omega}
=\frac{\sigma_0L}{2B\Omega}.
\end{equation}
This is what the finger itself releases when its mean stress falls from $\sigma_0$ to $\sigma_0/2$.

\subsection*{(c) Stress-dependent diffusivity}

Keep the exponential in (\ref{eq:flux}) and set $X=x/L$, $\tau=\kappa t/L^2$, with $\kappa$ still the zero-stress value. Then
\begin{equation}
\frac{\partial\sigma}{\partial\tau}=\frac{\partial}{\partial X}
\Bigl(e^{\Omega\sigma/kT}\frac{\partial\sigma}{\partial X}\Bigr),
\qquad \sigma(0,\tau)=0,\quad\sigma(1,\tau)=\sigma(X,0)=\sigma_0 .
\end{equation}
No $L$ remains, so $\sigma$ is one function of $X$ and $\tau$ for all lengths. The flux contains one derivative in $x$ and scales as $1/L$. Every time defined by the shape of the flux curve scales as $L^2$. Both factors therefore survive, and the prefactors alone change.

Let $s=\Omega\sigma_0/kT$ and $m=e^s-1$. In the steady state the flux is constant, and integrating (\ref{eq:flux}) over the finger gives $JL=(D_a/\Omega)m$. This is $m/s$ times the linear result.

For the delay, let $F=e^{\Omega\sigma/kT}\partial\sigma/\partial x$. Multiply $\partial\sigma/\partial t=\kappa\,\partial F/\partial x$ by $x$ and integrate by parts:
\begin{equation}
\frac{d}{dt}\int_0^Lx\sigma\,dx=\kappa\Bigl[LF(L,t)-\int_0^LF\,dx\Bigr]
=\kappa L\,[F(L,t)-F_s].
\end{equation}
The last step holds because $\int_0^LF\,dx=(kT/\Omega)m$ depends on the end stresses alone and so equals its steady value $LF_s$. Integrating over all times, with $t_d=\int_0^\infty(1-F(L,t)/F_s)\,dt$ and steady profile $\sigma_s=(kT/\Omega)\ln(1+mX)$, gives
\begin{align}
t_d&=\frac{1}{\kappa LF_s}\int_0^Lx(\sigma_0-\sigma_s)\,dx
=\frac{L^2}{\kappa m}\int_0^1X\,[s-\ln(1+mX)]\,dX\nonumber\\
&=\frac{L^2}{2\kappa}\int_0^1\frac{X^2}{1+mX}\,dX .
\label{eq:nldelay}
\end{align}
The final form comes from integration by parts; the boundary term vanishes because $s=\ln(1+m)$. For $m\to0$ the integral is $1/3$ and $t_d=L^2/6\kappa$, which confirms part (b) by a second route. For $m>0$ the delay is shorter.

\subsection*{(d) Filling time of a void}

Each arriving vacancy adds a volume $\Omega$ to the void. From (\ref{eq:lags}), at late times,
\begin{equation}
V=\Omega J_swh\Bigl(t+\frac{L^2}{3\kappa}\Bigr)
\quad\Rightarrow\quad
t_{\rm fill}=\frac{V}{\Omega J_swh}-\frac{L^2}{3\kappa}.
\label{eq:fill}
\end{equation}
The first term doubles with $L$ and the subtracted term quadruples. The filling time therefore grows by less than a factor of two. It approaches two for a large void.

The opposite limit is a void so small that it fills before the plate matters. The finger then acts as a half-line with $\sigma=\sigma_0\,{\rm erf}(x/2\sqrt{\kappa t})$, whose slope at the void is $\sigma_0/\sqrt{\pi\kappa t}$. Using $\Omega D_a/kT=\kappa/B$ and integrating over time,
\begin{equation}
V=wh\,\frac{\kappa\sigma_0}{B}\int_0^t\frac{dt'}{\sqrt{\pi\kappa t'}}
=2wh\,\frac{\sigma_0}{B}\sqrt{\frac{\kappa t}{\pi}} .
\end{equation}
This contains no $L$: a longer finger gives no protection against such a void.

\subsection*{(e) Resistance of the plate, and copper fingers}

\paragraph{Added length.}
Flow lines in the plate converge on the finger, so some stress is lost before the junction. Let the plate be a half-plane with the finger's thickness and diffusivity, held at $\sigma_0$ on a half-circle of radius $R\gg w$. The steady stress obeys Laplace's equation in two dimensions. The upper half of the $\zeta$ plane is mapped onto finger plus plate, in coordinates $z=x'+iy'$ with the mouth at $y'=0$ and the finger at $y'<0$, by
\begin{equation}
\frac{dz}{d\zeta}=A\frac{\sqrt{\zeta^2-1}}{\zeta},\qquad A=\frac w\pi .
\end{equation}
The points $\zeta=\pm1$ become the two corners, and $\zeta=0$ becomes the far end of the finger. A small half-circle around $\zeta=0$ maps onto a length $\pi A$, which must equal $w$. The function $\ln|\zeta|$ is harmonic and has no flux through the real axis, that is, through the walls. It is therefore the stress, up to a scale and a constant.

On the symmetry axis $\zeta=i\eta$ and $dy'/d\eta=A\sqrt{1+\eta^2}/\eta$, which integrates to
\begin{equation}
y'=A\Bigl[\sqrt{1+\eta^2}+\ln\frac{\eta}{1+\sqrt{1+\eta^2}}\Bigr]+C .
\end{equation}
The constant is fixed along the plate edge, where $\zeta=\rho>1$ and
\begin{equation}
x'=\frac w2+A\bigl[\sqrt{\rho^2-1}-\arccos(1/\rho)\bigr]
\to\frac w2+A\rho-\frac{\pi A}{2}=A\rho .
\end{equation}
Hence $z\to A\zeta$ far away with no added constant, and $C=0$. Deep in the finger $\eta\to0$ and $y'\to A[1+\ln(\eta/2)]$. At the void, $y'=-L$, so $\ln\eta=\ln2-1-\pi L/w$. At the rim $\ln|\zeta|=\ln(\pi R/w)$. The difference is
\begin{equation}
\frac{\pi L}{w}+\ln\frac{\pi R}{w}+1-\ln2=\frac\pi w(L+\ell),
\qquad \ell=\frac w\pi\ln\frac{\pi eR}{2w}.
\end{equation}
In the finger $\ln|\zeta|$ has slope $\pi/w$, so the plate acts as an added length $\ell$. For $R/w=6$ the formula gives $\ell/w=1.032$; a two-dimensional numerical solution on one grid gives 1.036. The excess of 0.003 is grid error, and the numerical value approaches 1.032 as the grid is refined. Doubling $L$ changes the steady flux by $(L+\ell)/(2L+\ell)$, which tends to $1/2$ for $L\gg\ell$.

\paragraph{Fluxes and delays.}
Take fcc copper at 473 K, with $kT=0.04076$ eV $=6.530\times10^{-21}$ J and $\Omega=0.01181$ nm$^3$. The finger is 100 nm wide and 200 nm thick, and the plate is a square of side 10 $\mu$m. Rough typical values are $D_a=3\times10^{-14}$ cm$^2$/s, $B=20$ GPa and $\sigma_0=200$ MPa $=200$ J/cm$^3$. Then $B\Omega/kT=36.2$ and $\kappa=1.085\times10^{-12}$ cm$^2$/s. For $L=2$ $\mu$m,
\begin{align}
J_s&=\frac{3\times10^{-14}\times200}{6.530\times10^{-21}\times2\times10^{-4}}
=4.59\times10^{12}\ {\rm cm^{-2}\,s^{-1}},\\
t_d&=\frac{(2\times10^{-4})^2}{6\times1.085\times10^{-12}}
=6.14\times10^3\ {\rm s}=1.71\ {\rm h}.
\end{align}
For 4 $\mu$m the values are $2.30\times10^{12}$ cm$^{-2}$\,s$^{-1}$ and 6.83 h.

\paragraph{Filling times.}
The steady growth rates $\Omega J_swh$ are 10.85 and 5.43 nm$^3$/s. With the plate's resistance still neglected, equation (\ref{eq:fill}) gives for a void of $10^6$ nm$^3$
\begin{equation}
t_{\rm fill}=25.6-3.4=22.2\ {\rm h},\qquad
t_{\rm fill}=51.2-13.7=37.5\ {\rm h}.
\end{equation}
The ratio is 1.69. The late-time form is justified: even for the long finger, the slowest exponential has fallen to about $10^{-4}$.

\paragraph{A finite plate.}
A half-disc of the same area as the plate has $R=7.98$ $\mu$m, so $\ell=0.186$ $\mu$m. With the rim held at $\sigma_0$ the flux ratio is $2.186/4.186=0.522$. A real plate is sealed at its rim and slowly drains, so it cannot sustain a steady flux. A numerical solution for the sealed half-disc, with radial flow in the plate, gives a junction flux that rises to a peak and then falls. For these lengths the peak is not caused by the sealed rim. The depleted zone spreads into the plate and slowly raises its resistance, and a held rim or an unbounded plate gives the same peak ratio and half-peak times to the digits shown. The ratio of the peaks is 0.516, and the times to reach half the peak, 1.54 and 5.98 h, have the ratio 3.89. With a finger ten times narrower and the same lengths and plate, the ratios become 0.503 and 3.97. Narrowing the finger lowers $\ell/L$, so the ratios move towards $1/2$ and 4. Lengthening it at fixed width also lowers $\ell/L$, but the amount drawn from the plate during the delay scales as $J_swh\,t_d\propto wL$ and grows. For long enough fingers the plate's finite store then shifts the ratios: for 32 and 64 $\mu$m the peak ratio is 0.489, against 0.502 for an unbounded plate. The void's volume is 0.5\,\% of what the plate could release in full. With the plate included, its filling times become about 23.6 and 38.4 h, with the ratio 1.63 instead of 1.69.

\paragraph{Comparison with real interconnects.}
The dimensions and temperature are of the kind met in stress-migration tests of copper lines, but the absolute times are rough.
\begin{itemize}
\item With an activation energy of about 0.9 eV, an error of 10 K changes $D_a$ by a factor of 1.6.
\item Here $s=0.36$, so the linear law is only moderately good. The stress-dependent diffusivity of part (c) multiplies the steady flux by 1.20 and the delay by 0.76, and leaves the ratios at $1/2$ and 4.
\item A void of radius 50 nm with surface energy near 1.7 J/m$^2$ has a surface stress $2\gamma/r=68$ MPa instead of zero. If this stayed fixed, it would lower the linear flux by 34\,\% for both lengths and leave the linear delay unchanged. Smaller voids have a larger surface stress, so the volume formula for the small void in part (d) overestimates their growth. Here that formula applies up to about $2\times10^5$ nm$^3$, a sphere of radius 36 nm with $2\gamma/r=94$ MPa, and a void below $2\gamma/\sigma_0=17$ nm shrinks. It still contains no $L$, because a half-line has no length.
\item Grain structure can break the flux factor itself. If the added half of the finger has diffusivity $D_2$ and the original half $D_1$, the resistances $L/D_1$ and $L/D_2$ add, and the steady flux ratio is $1/(1+D_1/D_2)$. It equals $1/2$ only for $D_1=D_2$.
\end{itemize}
Lengthening a finger thus slows a void that is fed through it, unless the void is so small that the nearby metal fills it before the plate matters, or so large that it takes most of what plate and finger can release. In the second case the added metal is an added store: for a sealed plate of side 0.55 $\mu$m the $10^6$ nm$^3$ void fills in about 109 h with the 2 $\mu$m finger and 49 h with the 4 $\mu$m finger. Doubling $L$ halves the steady flux under further conditions: the added half has the same resistance as the original half at equal stress, there is no other supply path to the via, the plate resistance is small enough that $\ell\ll L$, and the plate is large enough that its stress hardly falls while the flux builds up. The remaining digits are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
temperature: 473 K; kT: 0.04076 eV
Cu lattice parameter: 0.3615 nm
atomic volume: 0.01181 nm3
effective diffusivity (rough): 3.00e-14 cm2/s
effective modulus (rough): 20 GPa
plate stress (rough): 200 MPa
finger width, thickness: 100, 200 nm
plate side: 10 um
stress diffusivity kappa: 1.0851e-12 cm2/s
--- finger length: 2 um
steady vacancy flux: 4.5939e+12 1/(cm2 s)
plate-supply delay: 6144 s = 1.707 h
void intake advance: 3.413 h
steady void growth: 10.851 nm3/s
filling time of void: 22.19 h
sealed plate, peak flux / ideal: 0.9264
sealed plate, half-peak time: 1.537 h
--- finger length: 4 um
steady vacancy flux: 2.2969e+12 1/(cm2 s)
plate-supply delay: 24575 s = 6.826 h
void intake advance: 13.653 h
steady void growth: 5.426 nm3/s
filling time of void: 37.55 h
sealed plate, peak flux / ideal: 0.9565
sealed plate, half-peak time: 5.983 h
--- ratios, long finger / short finger
steady flux, numerical: 0.50000
delay, numerical: 4.0000
filling time: 1.692
void volume for filling time: 1.0e+06 nm3
ideal half-rise time * kappa / L^2: 0.13879
volume released by sealed short finger: 4.0000e+05 nm3
--- plate corrections
equivalent half-disc radius: 7.979 um
added length: 0.1856 um
flux ratio with rim held: 0.5222
sealed plate, peak flux ratio: 0.5163
sealed plate, half-peak time ratio: 3.892
same, width/10: flux 0.5026, time 3.973
added length / width, R/w=6: Laplace 1.0356
added length / width, R/w=6: formula 1.0324
plate content used by void: 0.50 %
--- other neglected effects
Omega*stress/kT: 0.3617
stress-dependent D, flux factor: 1.2048
stress-dependent D, delay factor: 0.7570
same, ratios: flux 0.50000, delay 3.9998
surface energy (rough): 1.7 J/m2
capillary stress, 50 nm void radius: 68 MPa
capillary stress / plate stress: 0.34
activation energy (rough): 0.9 eV
diffusivity factor for +10 K: 1.580
\end{verbatim}
